# Poisson Reservoirs and the Steady State of a Chain of Independent Adatoms: a numerical check

```python
"""
Result under test: independent adatoms on sites 1..N hop at rate k each way.
Reservoirs inject at constant rates k*cL and k*cR; end atoms leave at rate k.
The steady counts are independent Poisson variables with means
    rho_j = cL + (cR - cL)*j/(N+1).
Also tested: the full time-dependent law, end rates scaled by aL and aR,
and a reservoir whose Poisson count is redrawn only at a finite rate r.
In the tests k = 1, so times are in units of 1/k.
"""
import itertools
from functools import reduce
import numpy as np
from scipy.constants import k as k_boltzmann, e as e_charge
from scipy.linalg import expm
from scipy.stats import poisson


def generator(n_sites, cap, cL, cR, aL=1.0, aR=1.0):
    """Master-equation matrix Q[to, from]; moves above cap are blocked.
    A large cap approximates free atoms; cap = 1 is exact site exclusion."""
    states = list(itertools.product(range(cap + 1), repeat=n_sites))
    index = {s: i for i, s in enumerate(states)}
    Q = np.zeros((len(states), len(states)))
    for s in states:
        moves = [({0: 1}, aL * cL), ({0: -1}, aL * s[0]),
                 ({n_sites - 1: 1}, aR * cR),
                 ({n_sites - 1: -1}, aR * s[-1])]
        for j in range(n_sites - 1):
            moves.append(({j: -1, j + 1: 1}, s[j]))
            moves.append(({j: 1, j + 1: -1}, s[j + 1]))
        for change, rate in moves:
            new = list(s)
            for site, step in change.items():
                new[site] += step
            target = index.get(tuple(new))
            if rate > 0 and target is not None:
                Q[target, index[s]] += rate
                Q[index[s], index[s]] -= rate
    return np.array(states), Q


def steady_state(Q):
    M = Q.copy()
    M[0] = 1.0
    rhs = np.zeros(len(Q))
    rhs[0] = 1.0
    return np.linalg.solve(M, rhs)


def product_poisson(means, cap):
    return reduce(np.multiply.outer,
                  [poisson.pmf(np.arange(cap + 1), m) for m in means])


def profile(n_sites, cL, cR, aL=1.0, aR=1.0):
    """Derived means and current/k."""
    current = (cL - cR) / (n_sites - 1 + 1 / aL + 1 / aR)
    j = np.arange(1, n_sites + 1)
    return cL - current * (j - 1 + 1 / aL), current


def mean_matrix(n_sites, aL=1.0, aR=1.0):
    A = 2 * np.eye(n_sites) - np.eye(n_sites, k=1) - np.eye(n_sites, k=-1)
    A[0, 0] += aL - 1
    A[-1, -1] += aR - 1
    return A


# Steady joint distribution, matched and unmatched end rates
test_cL, test_cR = 0.8, 0.2
cap3 = 10
steady_errors = []
for aL, aR in ((1.0, 1.0), (0.2, 0.5)):
    _, Q = generator(3, cap3, test_cL, test_cR, aL, aR)
    p = steady_state(Q)
    means, _ = profile(3, test_cL, test_cR, aL, aR)
    error = np.max(np.abs(p - product_poisson(means, cap3).ravel()))
    assert error < 1e-8  # cut-off tail of the Poisson law
    steady_errors.append(error)
matched_means = test_cL + (test_cR - test_cL) * np.arange(1, 4) / 4
assert np.allclose(profile(3, test_cL, test_cR)[0], matched_means)

# Time-dependent joint law, starting with two atoms on site 1, one on site 2
cap2, time = 12, 0.7
states, Q = generator(2, cap2, test_cL, test_cR)
start = np.all(states == np.array([2, 1]), axis=1).astype(float)
evolved = expm(Q * time) @ start
stay = expm(-mean_matrix(2) * time)
rho2 = profile(2, test_cL, test_cR)[0]
law = product_poisson(rho2 - stay @ rho2, cap2)
for origin in (0, 0, 1):
    law = ((1 - stay[:, origin].sum()) * law
           + stay[0, origin] * np.roll(law, 1, axis=0)
           + stay[1, origin] * np.roll(law, 1, axis=1))
time_error = np.max(np.abs(evolved - law.ravel()))
assert time_error < 1e-8

# One site; left reservoir count is Poisson but redrawn only at rate r
res_levels, site_levels = 13, 30
weights = poisson.pmf(np.arange(res_levels), test_cL)
weights /= weights.sum()
fano_slow = {}
for r in (0.5, 5.0, 50.0):
    Q = np.zeros((res_levels * site_levels,) * 2)
    for n0 in range(res_levels):
        for n1 in range(site_levels):
            source = n0 * site_levels + n1
            moves = [(m * site_levels + n1, r * weights[m])
                     for m in range(res_levels)]
            if n1 + 1 < site_levels:
                moves.append((source + 1, n0 + test_cR))
            if n1 > 0:
                moves.append((source - 1, 2.0 * n1))
            for target, rate in moves:
                Q[target, source] += rate
                Q[source, source] -= rate
    p1 = steady_state(Q).reshape(res_levels, site_levels).sum(axis=0)
    n = np.arange(site_levels)
    mean = p1 @ n
    variance = p1 @ n**2 - mean**2
    assert abs(mean - (test_cL + test_cR) / 2) < 1e-7
    assert abs(variance - mean - test_cL / (2 * (2 + r))) < 1e-7
    fano_slow[r] = variance / mean

# Worked example: round parameters, rough range of a channelled metal face
temperature, barrier, prefactor, spacing_nm = 600.0, 0.5, 1e13, 0.3
N, cL, cR, rows = 99, 4e-4, 1e-4, 1000
kT = k_boltzmann * temperature / e_charge
hop = prefactor * np.exp(-barrier / kT)
diffusion = hop * (spacing_nm * 1e-7)**2
rho, current = profile(N, cL, cR)
A = mean_matrix(N)
source = np.zeros(N)
source[0], source[-1] = cL, cR
solved = np.linalg.solve(A, source)
assert np.allclose(solved, rho, rtol=1e-9, atol=0)
bond_flows = -np.diff(np.r_[cL, solved, cR])
assert np.allclose(bond_flows, current, rtol=1e-6, atol=0)
slowest = 4 * np.sin(np.pi / (2 * (N + 1)))**2
assert abs(np.linalg.eigvalsh(A)[0] / slowest - 1) < 1e-8
relax_time = 1 / (hop * slowest)
row_mean = rho.sum()

# Neighbour attraction: enumerate a ring held at the richer step's activity
bond = 0.2
ring = np.array(list(itertools.product((0, 1), repeat=12)))
right, left = np.roll(ring, -1, axis=1), np.roll(ring, 1, axis=1)
weight = cL**ring.sum(axis=1) * np.exp((ring * right).sum(axis=1) * bond / kT)
paired = (ring * ((right + left) > 0)).sum(axis=1)
paired_fraction = (weight @ paired) / (weight @ ring.sum(axis=1))
ring_coverage = (weight @ ring.sum(axis=1)) / weight.sum() / 12
pair_estimate = 2 * cL * np.exp(bond / kT)
assert abs(paired_fraction / pair_estimate - 1) < 0.15  # leading order in cL

# Site exclusion: exact master equation of a nine-site chain
states, Q = generator(9, 1, cL, cR)
p = steady_state(Q)
free9 = profile(9, cL, cR)[0]
exclusion_shift = np.max(np.abs(p @ states / free9 - 1))
total = states.sum(axis=1)
total_mean = p @ total
exclusion_fano = (p @ total**2 - total_mean**2) / total_mean
assert exclusion_shift < 2 * cL and abs(exclusion_fano - 1) < 2 * cL

# Extra barrier at both steps breaks the matching of rates
extra_barrier = 0.1
alpha = np.exp(-extra_barrier / kT)
rho_slip, current_slip = profile(N, cL, cR, alpha, alpha)
solved_slip = np.linalg.solve(mean_matrix(N, alpha, alpha), alpha * source)
assert np.allclose(solved_slip, rho_slip, rtol=1e-9, atol=0)

# Deposition, desorption, step motion and hops between equivalent rows
deposition, desorption_barrier, cross_barrier = 0.01, 2.5, 0.8
added = np.linalg.solve(A, np.full(N, deposition / hop))
j = np.arange(1, N + 1)
assert np.allclose(added, deposition * j * (N + 1 - j) / (2 * hop), rtol=1e-8,
                   atol=0)
desorption = prefactor * np.exp(-desorption_barrier / kT)
cross_ratio = np.exp(-(cross_barrier - barrier) / kT)
coupled = (np.kron(np.eye(3), A)
           + cross_ratio * np.kron(3 * np.eye(3) - np.ones((3, 3)), np.eye(N)))
coupled_means = np.linalg.solve(coupled, np.tile(source, 3))
cross_shift = np.max(np.abs(coupled_means / np.tile(rho, 3) - 1))
assert cross_shift < 1e-9

print(f"Test reservoir means: {test_cL}, {test_cR} atoms per site")
print("Three-site test means:", np.round(matched_means, 4), "atoms per site")
print(f"Largest probability error, matched: {steady_errors[0]:.1e}")
print(f"Largest probability error, unmatched: {steady_errors[1]:.1e}")
print(f"Time-law test: t = {time} /k, largest error {time_error:.1e}")
for r, fano in fano_slow.items():
    print(f"Slow reservoir, r = {r} k: variance/mean = {fano:.4f}")
print(f"Temperature: {temperature:.0f} K; kT = {kT:.5f} eV")
print(f"Hop barrier: {barrier} eV; prefactor: {prefactor:.0e} 1/s")
print(f"Hop rate per direction k: {hop:.3e} 1/s")
print(f"Site spacing: {spacing_nm} nm; sites N: {N}")
print(f"Distance between reservoir sites: {(N + 1) * spacing_nm:.1f} nm")
print(f"Diffusion coefficient: {diffusion:.3e} cm2/s")
print(f"Reservoir coverages: {cL:.1e}, {cR:.1e} atoms per site")
for site in (1, 25, 50, 75, 99):
    print(f"Mean coverage at site {site}: {rho[site - 1]:.3e} atoms per site")
print(f"Net current per row: {hop * current:.4g} atoms/s")
print(f"Injection rate at left end: {hop * cL:.4g} atoms/s")
print(f"Slowest relaxation time: {relax_time:.3e} s")
print(f"Mean atoms in one row: {row_mean:.5f}")
print(f"Probability that one row is empty: {np.exp(-row_mean):.5f}")
print(f"Rows counted together: {rows}")
print(f"Mean atoms in these rows: {rows * row_mean:.2f}")
print(f"Standard deviation of that count: {np.sqrt(rows * row_mean):.2f}")
print(f"Attraction energy assumed: {bond} eV")
print(f"Atoms with a neighbour at richer step: {100*paired_fraction:.2f} %")
print(f"Coverage there with attraction: {ring_coverage:.3e} atoms per site")
print(f"Exclusion, nine sites, largest mean shift: {100*exclusion_shift:.4f} %")
print(f"Exclusion, nine sites, total variance/mean: {exclusion_fano:.6f}")
print(f"Extra step barrier: {extra_barrier} eV; end-rate factor {alpha:.4f}")
print(f"Current with it / matched current: {current_slip / current:.4f}")
print(f"Site 1 mean with it: {rho_slip[0]:.3e} atoms per site")
print(f"Deposition rate: {deposition} atoms per site per s")
print(f"Largest relative rise by deposition: {np.max(added / rho):.2e}")
print(f"Desorption barrier: {desorption_barrier} eV")
print(f"Desorption rate x relaxation time: {desorption * relax_time:.2e}")
print(f"Step motion in relaxation time: {hop*current*relax_time:.2e} sites")
print(f"Cross-row barrier: {cross_barrier} eV; rate ratio {cross_ratio:.2e}")
print(f"Largest relative mean shift by row hops: {cross_shift:.1e}")
print("tests ok")
```

It prints:

```
Test reservoir means: 0.8, 0.2 atoms per site
Three-site test means: [0.65 0.5  0.35] atoms per site
Largest probability error, matched: 4.4e-11
Largest probability error, unmatched: 2.0e-12
Time-law test: t = 0.7 /k, largest error 7.2e-14
Slow reservoir, r = 0.5 k: variance/mean = 1.3200
Slow reservoir, r = 5.0 k: variance/mean = 1.1143
Slow reservoir, r = 50.0 k: variance/mean = 1.0154
Temperature: 600 K; kT = 0.05170 eV
Hop barrier: 0.5 eV; prefactor: 1e+13 1/s
Hop rate per direction k: 6.312e+08 1/s
Site spacing: 0.3 nm; sites N: 99
Distance between reservoir sites: 30.0 nm
Diffusion coefficient: 5.681e-07 cm2/s
Reservoir coverages: 4.0e-04, 1.0e-04 atoms per site
Mean coverage at site 1: 3.970e-04 atoms per site
Mean coverage at site 25: 3.250e-04 atoms per site
Mean coverage at site 50: 2.500e-04 atoms per site
Mean coverage at site 75: 1.750e-04 atoms per site
Mean coverage at site 99: 1.030e-04 atoms per site
Net current per row: 1894 atoms/s
Injection rate at left end: 2.525e+05 atoms/s
Slowest relaxation time: 1.605e-06 s
Mean atoms in one row: 0.02475
Probability that one row is empty: 0.97555
Rows counted together: 1000
Mean atoms in these rows: 24.75
Standard deviation of that count: 4.97
Attraction energy assumed: 0.2 eV
Atoms with a neighbour at richer step: 3.79 %
Coverage there with attraction: 4.152e-04 atoms per site
Exclusion, nine sites, largest mean shift: 0.0363 %
Exclusion, nine sites, total variance/mean: 0.999697
Extra step barrier: 0.1 eV; end-rate factor 0.1446
Current with it / matched current: 0.8942
Site 1 mean with it: 3.814e-04 atoms per site
Deposition rate: 0.01 atoms per site per s
Largest relative rise by deposition: 8.80e-05
Desorption barrier: 2.5 eV
Desorption rate x relaxation time: 1.61e-14
Step motion in relaxation time: 3.04e-03 sites
Cross-row barrier: 0.8 eV; rate ratio 3.02e-03
Largest relative mean shift by row hops: 2.0e-13
tests ok
```
